\section*{Electrostatic broadening of nitride trap levels and its first corrections}

\section{The situation and the model}

A charge-trap memory cell stores electrons in a thin film of silicon nitride. Suppose that all empty traps of one kind would have the same energy in a perfectly neutral film. Once the film holds charge, each trap sits at a different distance from its charged neighbours, and its level shifts by a different amount. How wide does the distribution of levels become?

The estimate uses round parameters: unit charges of density $N=10^{19}\,\mathrm{cm^{-3}}=0.01\,\mathrm{nm^{-3}}$, relative permittivity $\epsilon_r=7.5$ and screening length $L=5$ nm. The charges are static, so the static permittivity applies. Their positions are independent and uniformly random, and a trap's own charge does not act on it. Levels are measured from a common reference, such as the Fermi level of an electrode.

This last convention matters. A potential that is smooth on the scale of the trap moves the trap level and the nearby band edge together. The width found below is therefore a spread of absolute levels, not of trap depths below the local band edge.

\section{Leading result: the rms shift}

\subsection{The shift from one charge}

Let $v(r)$ be the magnitude of the energy shift caused by one charge at distance $r$. In linear screening it obeys $\nabla^2v=v/L^2$ away from the charge. For a spherical function $\nabla^2v=(rv)''/r$, so $u=rv$ obeys $u''=u/L^2$. The solution that decays at large distance is $u=a\,e^{-r/L}$. Close to the charge the unscreened Coulomb energy must return, which fixes $a$:
\begin{equation}
v(r)=\frac{a}{r}e^{-r/L},\qquad
a=\frac{e^2}{4\pi\epsilon_0\epsilon_r}=0.192\ \mathrm{eV\,nm}.
\end{equation}
A negative charge raises an electron level and a positive one lowers it. Write the signed shift as $s\,v$ with $s=\pm1$.

\subsection{Adding independent charges}

Divide space into cells of volume $dV$, so small that a cell holds one charge with probability $N\,dV$ and more than one with negligible probability. The contribution of a cell has mean $N\langle s\rangle v\,dV$ and mean square $N\langle s^2\rangle v^2\,dV=Nv^2\,dV$, because $s^2=1$. The square of its mean is of order $dV^2$ and drops out of the variance. Cells are independent, so their variances add:
\begin{align}
\sigma^2&=N\int v^2\,d^3r
=4\pi Na^2\int_0^\infty r^2\,\frac{e^{-2r/L}}{r^2}\,dr\nonumber\\
&=4\pi Na^2\,\frac L2=2\pi Na^2L .
\label{sigma}
\end{align}
The volume factor $r^2$ cancels the Coulomb singularity, so the variance is finite even for point charges. With the numbers,
\begin{equation}
\sigma=a\sqrt{2\pi NL}=0.192\sqrt{2\pi(0.01)(5)}\ \mathrm{eV}
=0.192\times0.5605\ \mathrm{eV}\simeq0.11\ \mathrm{eV}.
\end{equation}

The signs have disappeared from $\sigma$ but not from the mean. If all charges have the same sign, the mean shift has magnitude
\begin{equation}
m=N\int v\,d^3r=4\pi Na\int_0^\infty r\,e^{-r/L}dr=4\pi NaL^2=0.603\ \mathrm{eV}.
\label{mean}
\end{equation}
This is common to all traps in the uniform model and does not broaden the level. For equal numbers of both signs it vanishes.

\subsection{Which charges matter}

Stopping the integral in (\ref{sigma}) at radius $R$ gives the fraction $1-e^{-2R/L}$ of the variance. Half is reached at $R=(L/2)\ln2=1.73$ nm. A sphere of that radius holds 0.22 charges on average, although the full screening sphere holds 5.2. Half of the variance thus comes from a region that is usually empty. This suggests a distribution with a narrow centre and strong wings, which the next section makes quantitative.

\section{Line shape: the Gaussian limit and its first correction}

\subsection{The characteristic function}

Take randomly mixed signs of equal probability, and let $E$ be the total shift. One cell contributes the factor $1+N\,dV\,(\langle e^{iksv}\rangle-1)$ to $\langle e^{ikE}\rangle$, and $\langle e^{iksv}\rangle=\cos kv$. The product over cells becomes an exponential:
\begin{equation}
\phi(k)=\langle e^{ikE}\rangle
=\exp\left[-N\int(1-\cos kv)\,d^3r\right].
\end{equation}
Replacing $1-\cos kv$ by $k^2v^2/2$ gives $\phi=e^{-k^2\sigma^2/2}$, a Gaussian. The next term of the Taylor series would contain $\int v^4d^3r$, which diverges at small $r$ as $\int dr/r^2$. The first correction is therefore not a quartic term and must be found differently.

Keep the whole difference between the cosine and its quadratic approximation:
\begin{equation}
\ln\phi=-\frac{k^2\sigma^2}{2}
+N\int\left[\cos kv-1+\frac{k^2v^2}{2}\right]d^3r .
\end{equation}
The bracket is small where $kv\ll1$, so the integral comes mainly from $r\lesssim |k|a$. When this distance is much shorter than $L$, we may put $v\simeq a/r$. Substitute $y=|k|a/r$, for which $r^2dr\to(|k|a)^3y^{-4}dy$:
\begin{equation}
\ln\phi\simeq-\frac{k^2\sigma^2}{2}+4\pi N(|k|a)^3 I,
\qquad I=\int_0^\infty\frac{\cos y-1+y^2/2}{y^4}\,dy .
\end{equation}
Two integrations by parts, whose boundary terms vanish, give
\begin{equation}
I=\frac13\int_0^\infty\frac{y-\sin y}{y^3}dy
=\frac16\int_0^\infty\frac{1-\cos y}{y^2}dy
=\frac16\,\frac{\pi}{2}=\frac{\pi}{12}.
\end{equation}
The last integral follows from one more integration by parts and $\int_0^\infty(\sin y/y)\,dy=\pi/2$.

Now measure $k$ in units of $1/\sigma$, with $t=k\sigma$. Since $\sigma^3=a^3(2\pi NL)^{3/2}$,
\begin{equation}
\ln\phi\simeq-\frac{t^2}{2}+c|t|^3,\qquad
c=\frac{\pi^2}{3}\frac{Na^3}{\sigma^3}
=\frac{\pi^2}{3(2\pi)^{3/2}}\frac1{\sqrt{NL^3}} .
\label{cubic}
\end{equation}
The large parameter is $NL^3$, essentially the number of charges that act together. The Gaussian is the limit $NL^3\to\infty$, approached slowly, as an inverse square root. The condition $|k|a\ll L$ at $t\sim1$ reads $\sqrt{2\pi NL^3}\gg1$, which is the same requirement.

\subsection{How many levels lie within one sigma}

Integrating the inverse Fourier transform over $-\sigma<E<\sigma$ gives
\begin{equation}
P_1=\frac2\pi\int_0^\infty\frac{\sin t}{t}\,\phi\,dt .
\end{equation}
To first order in $c$, put $\phi\simeq e^{-t^2/2}(1+ct^3)$. The cubic term must be expanded in this way: left in the exponent, it would grow without limit at large $t$, outside its range of validity. The zeroth term is the Gaussian value 0.683. The correction contains an elementary integral, because
\begin{equation}
\frac{d}{dt}\left[-e^{-t^2/2}(t\sin t+\cos t)\right]=t^2\sin t\,e^{-t^2/2}.
\end{equation}
The bracket is $0$ at infinity and $-1$ at the origin, so the integral equals 1 and
\begin{equation}
P_1\simeq0.683+\frac{2c}{\pi}.
\end{equation}

For the example $NL^3=0.01\times125=1.25$, hence $c=0.209/1.118=0.187$ and $P_1\simeq0.683+0.119=0.80$. Numerical inversion of the full $\phi$ gives 0.765. The first correction has the right sign and size, but it overestimates the departure from the Gaussian by roughly 45\% of that departure. This is reasonable for an expansion whose large parameter is close to one.

The full inversion gives a width at half maximum of 0.186 eV. A Gaussian with the same $\sigma$ would have 0.253 eV. A width read from the peak and converted with the Gaussian factor 2.355 would therefore yield 0.079 eV instead of the true rms value, 0.108 eV.

These shape values hold for equally mixed signs. If all charges are electrons, $\sigma$ is the same but the line is skewed, with its longer tail towards higher energy. The same inversion, with the phase of $\phi$ kept, then gives a width at half maximum of 0.20 eV, a peak about 0.04 eV below the mean level, and a fraction 0.75 within one sigma of the mean.

\subsection{The wings}

The complementary limit is a large shift $x\gg\sigma$, which a single close charge can produce. It must lie within the radius $r_x$ at which $v(r_x)=x$. Expanding the exponential for $r_x\ll L$ gives
\begin{equation}
r_x=\frac ax e^{-r_x/L}\simeq\frac ax\left(1-\frac{a}{xL}\right).
\end{equation}
The mean number of such charges is
\begin{equation}
n_x=\frac{4\pi}{3}Nr_x^3\simeq
\frac{4\pi Na^3}{3x^3}\left(1-\frac{3a}{xL}\right).
\end{equation}
The wings thus fall as a power of the shift, much more slowly than a Gaussian.

At $x=3\sigma=0.323$ eV, solving $v(r_x)=x$ without expansion gives $r_x=0.53$ nm and $n_x=0.0064$. The calculated fraction of levels beyond $3\sigma$ is 0.0106, against 0.0027 for a Gaussian. The probability of having such a close charge cannot exceed $n_x$. At least $0.0106-0.0064=0.0042$ must therefore come from several charges acting together. At three sigma the single-charge picture gives the order of magnitude, not the whole wing.

\section{First correction to the rms: a minimum distance}

Point charges may approach a trap without limit, whereas atoms have a size. If no charge lies closer than $r_0$, the lower limit of the integral in (\ref{sigma}) becomes $r_0$:
\begin{equation}
\sigma(r_0)^2=4\pi Na^2\int_{r_0}^{\infty}e^{-2r/L}dr
=\sigma^2e^{-2r_0/L}.
\end{equation}
Taking the square root and expanding for $r_0\ll L$,
\begin{equation}
\sigma(r_0)=\sigma e^{-r_0/L}
=\sigma\left[1-\frac{r_0}{L}+O\!\left(\frac{r_0^2}{L^2}\right)\right].
\end{equation}
For $r_0=0.3$ nm the first correction is $-6\%$ and gives 0.101 eV, as does the full exponential at this precision. Directly sampled random charges with this exclusion give 0.102 eV for mixed signs and 0.103 eV for one sign. The larger difference from the formula is about two percent, roughly twice the standard sampling error of about one percent. The samples thus support the statement that the signs do not affect the rms value.

The correction is mild, but at such distances a continuum permittivity is itself an approximation. The wings depend on it more than the rms does.

\section{What the screening length stands for}

Nitride has few free carriers, so a length of 5 nm needs another origin. Metallic electrodes provide one.

\subsection{A charged gap between two planes}

Let a dielectric with the same $N$ and $\epsilon_r$ fill the gap $0<z<D$ between grounded planes, with no other screening. The shift $G$ at height $z_0$ from a charge elsewhere obeys $-\nabla^2G=4\pi a\,\delta^3$ and vanishes on both planes. For lateral wavevector $q$, expand in $\sin k_nz$ with $k_n=n\pi/D$:
\begin{equation}
G_q(z)=4\pi a\,\frac2D\sum_{n\ge1}
\frac{\sin k_nz\,\sin k_nz_0}{q^2+k_n^2}.
\end{equation}
The variance is again $N\int G^2d^3r$. The sines are orthogonal with norm $D/2$, and Parseval's theorem converts the lateral integral:
\begin{align}
\sigma_D^2&=N(4\pi a)^2\frac2D\sum_n\sin^2(k_nz_0)
\int_0^\infty\frac{q\,dq}{2\pi}\frac1{(q^2+k_n^2)^2}\nonumber\\
&=4\pi Na^2\;\frac2D\sum_n\frac{\sin^2(k_nz_0)}{k_n^2},
\end{align}
since the $q$ integral is $1/(4\pi k_n^2)$. The remaining sum, with its factor $2/D$, is the value at $z=z_0$ of the function $g$ that obeys $-g''=\delta(z-z_0)$ and vanishes at both planes. That function is $z(D-z_0)/D$ below $z_0$ and $z_0(D-z)/D$ above it; its slope drops by one at $z_0$, as required. Therefore
\begin{equation}
\sigma_D^2=4\pi Na^2\,\frac{z_0(D-z_0)}{D}.
\label{gap}
\end{equation}

Comparison with (\ref{sigma}) defines an effective length $L_{\rm eff}=2z_0(D-z_0)/D$. At mid-gap $L_{\rm eff}=D/2$, so a 10 nm gap reproduces the 5 nm estimate, 0.108 eV. Close to one plane,
\begin{equation}
\sigma_D\simeq a\sqrt{4\pi Nz_0}\left(1-\frac{z_0}{2D}\right),
\end{equation}
where the leading factor belongs to a single plane and the bracket is the first effect of the distant one.

\subsection{An oxide--nitride--oxide stack}

Now take 3 nm of tunnel oxide, $d=6$ nm of charged nitride and 6 nm of blocking oxide, with oxide permittivity 3.9 and grounded electrodes. Both electrodes are treated as perfect metals. A semiconductor channel approaches this only when it is inverted or accumulated; a depleted channel screens less and gives a wider spread. In an oxide of thickness $t_i$ the potential varies as $\sinh$ of $q$ times the distance from the electrode. Its logarithmic slope at the nitride is $q\coth qt_i$. Continuity of displacement multiplies this by $\rho=3.9/7.5=0.52$ on the nitride side. With $\beta_i=\rho\coth qt_i$ and $s$ measured from the tunnel oxide, the solutions matching the two sides are
\begin{align}
u(s)&=\cosh qs+\beta_1\sinh qs,\nonumber\\
w(s)&=\cosh q(d-s)+\beta_2\sinh q(d-s).
\end{align}
Joining them at the source gives $G_q=4\pi a\,u(s_<)w(s_>)/(u'w-uw')$, where $s_<$ and $s_>$ are the smaller and larger of the two positions. The variance follows from integrating $NG_q^2$ over the nitride thickness and over $q\,dq/2\pi$. The image of the trap's own charge is left out. It shifts the level by less than 0.01 eV at the three depths quoted below, and by about 0.02 eV at 0.5 nm from either oxide.

The result is 0.151 eV at the middle of the nitride, with $L_{\rm eff}=9.8$ nm. It is 0.140 eV at 1 nm from the tunnel oxide and 0.150 eV at 1 nm from the blocking oxide. The electrodes of this stack alone therefore do not supply 5 nm screening.

Equation (\ref{gap}) helps to locate the reason. A 15 nm gap filled with charged nitride would have $L_{\rm eff}=2(6)(9)/15=7.2$ nm at the same point. Removing the charges from the oxide regions can only lower the variance. The rise to 9.8 nm must then come from the lower permittivity of the oxides.

\subsection{The smooth part for charges of one sign}

In a finite stack the mean shift $U$ depends on depth. Inside the nitride $U''=-4\pi Na$, and $U$ is linear in the oxides. Let $F$ be the slope just inside the nitride at the tunnel oxide. Continuity of displacement gives $U(0)=Ft_1/\rho$ and $U(d)=-U'(d)t_2/\rho$. Insert $U'(d)=F-4\pi Nad$ and $U(d)=U(0)+Fd-2\pi Nad^2$:
\begin{equation}
F\left(\frac{t_1}{\rho}+d+\frac{t_2}{\rho}\right)
=4\pi Na\left(\frac{d\,t_2}{\rho}+\frac{d^2}{2}\right).
\end{equation}
This yields $F=0.090$ eV/nm and a tunnel-oxide field of $F/\rho$, or 1.7 MV/cm; the field in the blocking oxide is 1.05 MV/cm. Both lie well below a rough oxide breakdown field of 10 MV/cm, before any applied voltage is added. Across the nitride $U$ varies by 0.17 eV, with a standard deviation of 0.045 eV. The random part is 0.14 to 0.15 eV at the three depths computed above and falls to about 0.13 eV next to the tunnel oxide; its rms over the film thickness is 0.146 eV. Adding the two in quadrature gives a total of about 0.15 eV for traps spread evenly through the film.

\section{When the charges are not independent}

Equal charges that can move between sites avoid one another, which reduces the fluctuations. Keep the screened interaction with $L=5$ nm fixed. For weak coupling, a density fluctuation of wavevector $q$ costs an ideal-gas free energy proportional to $kT/N$ plus an interaction energy proportional to $v_q=4\pi a/(q^2+L^{-2})$. Equipartition then multiplies the random density fluctuations by $1/(1+Nv_q/kT)$. With $K^2=L^{-2}+4\pi Na/kT$,
\begin{align}
\sigma_T^2&=N(4\pi a)^2\int\frac{d^3q}{(2\pi)^3}
\frac{1}{(q^2+L^{-2})(q^2+K^2)}\nonumber\\
&=\frac{4\pi Na^2}{L^{-1}+K}
=\sigma^2\,\frac{2}{1+\sqrt{1+\eta}},\qquad \eta=\frac{m}{kT}.
\end{align}
The integral used is $\int_0^\infty q^2dq/[(q^2+A^2)(q^2+B^2)]=\pi/[2(A+B)]$, and $\eta=4\pi NaL^2/kT$ contains the mean shift (\ref{mean}). For $\eta\ll1$ the first correction is $\sigma_T^2\simeq\sigma^2(1-\eta/4)$.

At 300 K, $\eta=0.603/0.02585=23$, so neither the expansion nor the weak-coupling theory can be trusted. A Metropolis simulation of 270 equal charges in a periodic cube of edge 30 nm, with the 0.3 nm exclusion around the probed trap, gives 0.058 eV. This value moves by 0.001 to 0.002 eV between runs and in a larger box, so it is best read as about 0.06 eV. The comparable value for random positions is 0.101 eV. Both are spreads at randomly placed probes, which stand for empty traps. In the rearranged state at 300 K the levels of the occupied sites spread less, by about 0.03 eV. At 3000 K, where coupling is much weaker, the same simulation gives 0.084 eV and the theory, less the variance from inside the excluded sphere, gives 0.083 eV.

Electrons in deep traps may be unable to reach this equilibrium. Random positions and full rearrangement are then two reference cases. If the 5 nm length is itself meant to represent rearrangement, the reduction must not be applied a second time.

\section{Reading the estimate for a memory film}

The permittivity, charge density and layer thicknesses are rough values in the range of charge-trap nitride films; the density belongs to a heavily charged film. The assumption that a real stack most plainly breaks is uniform bulk screening. For the stack above, with random charges, this moves the estimate from 0.11 to 0.15 eV. Rearrangement at fixed 5 nm screening moves it the other way, to about 0.06 eV for empty traps and 0.03 eV for occupied ones. Amorphous nitride also has chemical and structural disorder, which the assumption of identical traps leaves out.

Compared with thermal energy the broadening is large: $\sigma/kT=4.2$ at 300 K and 2.4 at 523 K, a possible bake temperature. For two traps of equal degeneracy at a common Fermi level, a separation of $\sigma$ changes the ratio of occupied to empty probability by $e^{\sigma/kT}$, which is 64 and 11 respectively. These factors describe occupation in equilibrium. They are not ratios of emission rates, because the local band edge moves with the trap level wherever the potential is smooth on the scale of the trap. The numerical output lists the main values used here.

\section*{Computed results}
\begin{verbatim}
Charge density: 1e+19 cm^-3
Charge density in working units: 0.01 nm^-3
Nitride relative permittivity: 7.5
Screening length: 5 nm
Coulomb strength a: 0.192 eV nm
Bulk rms broadening sigma: 0.1076 eV
Bulk rms from radial quadrature: 0.1076 eV
Mean shift for charges of one sign: 0.6032 eV
Mean number in screening sphere: 5.236
Radius containing half the variance: 1.733 nm
Mean number within that radius: 0.218
Actual full width at half maximum: 0.1863 eV
Gaussian full width with same sigma: 0.2534 eV
Fraction within one sigma: 0.765
Fraction outside three sigma: 0.0106
Exclusion radius: 0.3 nm
Rms with exclusion: 0.1013 eV
Sampled rms, mixed signs, exclusion: 0.102 eV
Sampled rms, one sign, exclusion: 0.103 eV
Filled grounded gap thickness: 10 nm
Rms at middle of filled gap: 0.1076 eV
Tunnel oxide thickness: 3 nm
Nitride thickness: 6 nm
Blocking oxide thickness: 6 nm
Oxide relative permittivity: 3.9
Stack rms at nitride middle: 0.1509 eV
Stack rms 1 nm from tunnel oxide: 0.1399 eV
Stack rms 1 nm from blocking oxide: 0.1496 eV
Effective screening at nitride middle: 9.827 nm
One-sign smooth shift, std across film: 0.0454 eV
One-sign smooth shift, range in film: 0.169 eV
One-sign tunnel oxide field: 1.74 MV/cm
One-sign blocking oxide field: 1.05 MV/cm
Simulated random rms with exclusion: 0.101 eV
Control temperature: 3000 K
Control rms from simulation: 0.0843 eV
Control rms from weak coupling: 0.083 eV
Rearranged rms at 300 K, exclusion: 0.058 eV
Thermal energy at 300 K: 0.02585 eV
sigma/kT at 300 K: 4.16
Occupation-odds factor at 300 K: 64.2
Thermal energy at 523 K: 0.04507 eV
sigma/kT at 523 K: 2.39
Occupation-odds factor at 523 K: 10.9
\end{verbatim}
